# Conduction-Band Spin Splitting from Shear Strain in Zinc-Blende Crystals: a program that tests the result

```python
# Result under test: in a zinc-blende conduction band the strain term
#   H = (C/2) e_xy (sigma_x k_y - sigma_y k_x)
# splits the two spin levels at fixed k by |C| |e_xy| sqrt(k_x^2 + k_y^2).
# e_xy: tensor shear strain (half the engineering shear); k: wavevector, 1/nm;
# C: strain spin-orbit coefficient, eV nm; sigma: Pauli matrices.
# Eight-band model: P = s-p momentum coupling (eV nm), C2 = s-p shear
# coupling (eV), Eg = gap (eV), Dso = valence spin-orbit splitting (eV).
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

rng = np.random.default_rng(4)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for a, b, c in itertools.permutations(range(3)):
    levi[a, b, c] = np.linalg.det(np.eye(3)[[a, b, c]])


def spin_matrix(field):
    return np.einsum('a,aij->ij', field, sig)


def gap_of(matrix):
    levels = np.linalg.eigvalsh(matrix)
    return levels[-1] - levels[-2]


def strain_term(C, exy, k):
    return 0.5 * C * exy * (sig[0] * k[1] - sig[1] * k[0])


def normal_field(k, d):
    """Field k_x(d_y-d_z), k_y(d_z-d_x), k_z(d_x-d_y)."""
    return k * np.array([d[1] - d[2], d[2] - d[0], d[0] - d[1]])


def shear_vector(e):
    return np.array([e[1, 2], e[2, 0], e[0, 1]])


# ---- rough typical inputs for n-type GaAs at low temperature ----
Eg, Eg_300, Dso = 1.5, 1.4, 0.34       # eV
P, C2 = 1.0, 3.0                       # eV nm, eV
b_def, d_def = -2.0, -4.5              # valence deformation potentials, eV
C11, C12, C44 = 120.0, 54.0, 60.0      # GPa
stress = 0.2                           # GPa, tension along [110]
kF = 0.1                               # 1/nm
mass = 0.067                           # free-electron masses
gammaD = 0.02                          # Dresselhaus coefficient, eV nm^3
mobility = 5000.0                      # cm2/Vs
T_low, T_room = 10.0, 300.0            # K
D_over_C = 0.1                         # illustrative second strain coefficient


def C_formula(gap):
    return 4 / 3 * P * C2 * Dso / (gap * (gap + Dso))


def eight_band(k, eps, valence_strain=None):
    """Basis (S, X, Y, Z) times (up, down); valence edge at zero."""
    H = np.zeros((8, 8), complex)
    H[:2, :2] = Eg * np.eye(2)
    V = 1j * P * np.asarray(k) + C2 * np.asarray(eps)
    H[:2, 2:] = np.kron(V[None, :], np.eye(2))
    H[2:, :2] = H[:2, 2:].conj().T
    so = sum(np.kron(-1j * levi[g], sig[g]) for g in range(3))
    H[2:, 2:] = Dso / 3 * (so - np.eye(6))
    if valence_strain is not None:
        e = valence_strain
        W = np.sqrt(3) * d_def * (e - np.diag(np.diag(e)))
        W = W + 3 * b_def * np.diag(np.diag(e) - np.trace(e) / 3)
        H[2:, 2:] += np.kron(W, np.eye(2))
    return H


# ---- symmetry: count and check the invariants of the tetrahedral group ----
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(group) == 24
n_shear = n_normal = 0.0
for R in group:
    pair = np.linalg.det(R) * np.trace(R) ** 2
    chi_sym = (np.trace(R) ** 2 + np.trace(R @ R)) / 2
    chi_diag = np.trace(np.abs(R))
    n_normal += pair * chi_diag / 24
    n_shear += pair * (chi_sym - chi_diag) / 24
assert abs(n_shear - 1) < 1e-12 and abs(n_normal - 1) < 1e-12
s, k = rng.normal(size=3), rng.normal(size=3)
e = rng.normal(size=(3, 3))
e = e + e.T
for R in group:
    s2, k2, e2 = np.linalg.det(R) * R @ s, R @ k, R @ e @ R.T
    assert np.isclose(s @ np.cross(k, shear_vector(e)),
                      s2 @ np.cross(k2, shear_vector(e2)))
    assert np.isclose(s @ normal_field(k, np.diag(e)),
                      s2 @ normal_field(k2, np.diag(e2)))
    assert np.isclose(s @ normal_field(k, k**2), s2 @ normal_field(k2, k2**2))

# ---- splitting law from diagonalization, any direction and any sign ----
for _ in range(30):
    C_t, e_t = rng.normal(size=2)
    k = rng.normal(size=3)
    law = abs(C_t * e_t) * np.hypot(k[0], k[1])
    assert np.isclose(gap_of(strain_term(C_t, e_t, k)), law)

# ---- engineering shear: closing of the angle between the x and y axes ----
small = 1e-5
F = np.eye(3)
F[0, 1] = F[1, 0] = small
u, v = F[:, 0], F[:, 1]
closing = np.arcsin(u @ v / np.linalg.norm(u) / np.linalg.norm(v))
assert np.isclose(closing, 2 * small, rtol=1e-6)

# ---- coefficient C: numerical elimination of the valence states ----
C = C_formula(Eg)
k, eps = np.array([0.03, -0.05, 0.02]), np.array([2e-3, -1e-3, 3e-3])
H = eight_band(k, eps)
eff = H[:2, 2:] @ np.linalg.inv(Eg * np.eye(6) - H[2:, 2:]) @ H[2:, :2]
eff = eff - np.trace(eff) / 2 * np.eye(2)
assert np.allclose(eff, spin_matrix(C / 2 * np.cross(k, eps)),
                   rtol=1e-9, atol=1e-14)

# ---- full diagonalization: size, spin direction, approach to the law ----
for exy_t in (1e-4, -1e-4):
    k = np.array([0.006, 0.008, 0.005])
    vals, vecs = np.linalg.eigh(eight_band(k, [0, 0, exy_t]))
    assert np.isclose(vals[-1] - vals[-2], C * 1e-4 * 0.01, rtol=1e-3)
    spinor = vecs[:2, -1]
    spin = np.einsum('i,aij,j->a', spinor.conj(), sig, spinor).real
    spin = spin / np.linalg.norm(spin)
    expected = np.sign(exy_t) * np.array([k[1], -k[0], 0]) / 0.01
    assert np.allclose(spin, expected, atol=1e-3)
errors = []
for kk in (0.04, 0.08):
    full = gap_of(eight_band([kk, 0, 0], [0, 0, 1e-4]))
    errors.append(1 - full / (C * 1e-4 * kk))
assert abs(errors[1] / errors[0] - 4) < 0.3   # next order is k^4

# ---- strain under [110] tension from the full stiffness matrix ----
stiff = np.diag([C11 - C12] * 3 + [C44] * 3)
stiff[:3, :3] += C12
direction = np.array([1, 1, 0]) / np.sqrt(2)
S = stress * np.outer(direction, direction)
voigt = np.linalg.solve(stiff, [S[0, 0], S[1, 1], S[2, 2],
                                S[1, 2], S[0, 2], S[0, 1]])
strain = np.diag(voigt[:3])
strain[0, 1] = strain[1, 0] = voigt[5] / 2
exy = strain[0, 1]
delta = strain[0, 0] - strain[2, 2]
assert np.isclose(exy, stress / (4 * C44))
assert np.isclose(delta, stress / (2 * (C11 - C12)))

# ---- main result for the example ----
split = C * exy * kF
k110 = kF * np.array([1, 1, 0]) / np.sqrt(2)
k1m10 = kF * np.array([1, -1, 0]) / np.sqrt(2)
assert np.isclose(gap_of(strain_term(C, exy, k110)), split)

# ---- Dresselhaus term and second strain term ----


def with_cubic(k):
    return gap_of(strain_term(C, exy, k)
                  + spin_matrix(gammaD * normal_field(k, k**2)))


D = D_over_C * C


def with_normal(k):
    return gap_of(strain_term(C, exy, k)
                  + spin_matrix(D / 2 * normal_field(k, np.diag(strain))))


for phi in np.linspace(0, 2 * np.pi, 17):
    k = kF * np.array([np.cos(phi), np.sin(phi), 0])
    assert np.isclose(with_cubic(k),
                      kF * abs(C * exy + 2 * gammaD * k[0] * k[1]))
    root = np.sqrt((C * exy)**2 + (D * delta)**2
                   + 2 * C * exy * D * delta * np.sin(2 * phi))
    assert np.isclose(with_normal(k), kF * root)
k_cancel = np.sqrt(C * exy / gammaD)
assert with_cubic(k1m10 * k_cancel / kF) < 1e-12

# ---- eight-band values including valence-band strain ----
full110 = gap_of(eight_band(k110, [0, 0, exy], strain))
full1m10 = gap_of(eight_band(k1m10, [0, 0, exy], strain))
assert max(abs(full110 / split - 1), abs(full1m10 / split - 1)) < 0.05

# ---- precession length, tested by time evolution ----
hbar_eVs = const.hbar / const.e
h2_over_m = const.hbar**2 / (mass * const.m_e) / const.e * 1e18   # eV nm^2
L_turn = 2 * np.pi * h2_over_m / abs(C * exy)                     # nm
step = 1e-4
band = lambda q: h2_over_m * q**2 / 2
speed = (band(kF + step) - band(kF - step)) / (2 * step) / hbar_eVs  # nm/s
for fraction, target in ((0.25, 0), (0.5, -1), (1.0, 1)):
    t = fraction * L_turn / speed
    state = expm(-1j * strain_term(C, exy, k110) * t / hbar_eVs) @ [1, 0]
    assert abs((state.conj() @ sig[2] @ state).real - target) < 1e-6

# ---- density, checked by counting states in a periodic box ----
density = kF**3 / (3 * np.pi**2) * 1e21                           # cm^-3
radius = 40
g = np.arange(-radius, radius + 1)
inside = (g[:, None, None]**2 + g[None, :, None]**2
          + g[None, None, :]**2 <= radius**2).sum()
box = 2 * np.pi * radius / kF
assert np.isclose(2 * inside / box**3 * 1e21, density, rtol=0.01)

# ---- scales of temperature and scattering ----
kB = const.k / const.e
E_F = band(kF)
tau = mass * const.m_e * mobility * 1e-4 / const.e
broadening = hbar_eVs / tau
angle = split * tau / hbar_eVs
C_room = C_formula(Eg_300)
k_room = np.sqrt(2 * kB * T_room / h2_over_m)
assert np.isclose(band(k_room), kB * T_room)
ratio_room = gammaD * k_room**2 / (C_room * exy)
assert kB * T_low < E_F and broadening > split

print(f"gap at low temperature: {Eg:.2f} eV")
print(f"valence spin-orbit splitting: {Dso:.2f} eV")
print(f"momentum coupling P: {P:.2f} eV nm")
print(f"shear coupling C2: {C2:.2f} eV")
print(f"elastic constants C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"tension along [110]: {stress:.2f} GPa")
print(f"Fermi wavevector: {kF:.2f} 1/nm")
print(f"effective mass: {mass:.3f} m0")
print(f"shear invariants, normal-strain invariants: "
      f"{n_shear:.0f}, {n_normal:.0f} (count)")
print(f"coefficient C: {C:.4f} eV nm")
print(f"tensor shear e_xy: {exy:.3e} (dimensionless)")
print(f"engineering shear 2 e_xy: {2 * exy:.3e} (dimensionless)")
print(f"product C e_xy: {C * exy * 1e3:.4f} meV nm")
print(f"spin splitting, strain term: {split * 1e6:.2f} ueV")
print(f"same splitting as frequency: {split / hbar_eVs / 2 / np.pi / 1e9:.2f} GHz")
print(f"length for one spin turn: {L_turn / 1e3:.2f} um")
print(f"electron density: {density:.2e} cm^-3")
print(f"Fermi energy: {E_F * 1e3:.2f} meV")
print(f"temperature of use: {T_low:.0f} K")
print(f"thermal energy at that temperature: {kB * T_low * 1e3:.2f} meV")
print(f"Dresselhaus coefficient: {gammaD:.3f} eV nm^3")
print(f"Dresselhaus splitting alone, [110]: {gammaD * kF**3 * 1e6:.2f} ueV")
print(f"strain + Dresselhaus, [110]: {with_cubic(k110) * 1e6:.2f} ueV")
print(f"strain + Dresselhaus, [1-10]: {with_cubic(k1m10) * 1e6:.2f} ueV")
print(f"wavevector of cancellation, [1-10]: {k_cancel:.4f} 1/nm")
print(f"normal strain difference e_xx - e_zz: {delta:.3e} (dimensionless)")
print(f"illustrative ratio D/C: {D_over_C:.2f} (dimensionless)")
print(f"both strain terms, [110]: {with_normal(k110) * 1e6:.2f} ueV")
print(f"both strain terms, [1-10]: {with_normal(k1m10) * 1e6:.2f} ueV")
print(f"valence potentials b, d: {b_def:.1f}, {d_def:.1f} eV")
print(f"eight-band splitting, [110]: {full110 * 1e6:.2f} ueV")
print(f"eight-band splitting, [1-10]: {full1m10 * 1e6:.2f} ueV")
print(f"mobility: {mobility:.0f} cm2/Vs")
print(f"scattering time: {tau * 1e12:.3f} ps")
print(f"collision broadening: {broadening * 1e3:.2f} meV")
print(f"spin rotation per scattering time: {angle:.4f} rad")
print(f"gap at 300 K: {Eg_300:.2f} eV")
print(f"coefficient C with that gap: {C_room:.4f} eV nm")
print(f"thermal wavevector at 300 K: {k_room:.3f} 1/nm")
print(f"Dresselhaus/strain ratio there, [110]: {ratio_room:.2f} (dimensionless)")
print("tests ok")
```

Running it gives:

```
gap at low temperature: 1.50 eV
valence spin-orbit splitting: 0.34 eV
momentum coupling P: 1.00 eV nm
shear coupling C2: 3.00 eV
elastic constants C11, C12, C44: 120, 54, 60 GPa
tension along [110]: 0.20 GPa
Fermi wavevector: 0.10 1/nm
effective mass: 0.067 m0
shear invariants, normal-strain invariants: 1, 1 (count)
coefficient C: 0.4928 eV nm
tensor shear e_xy: 8.333e-04 (dimensionless)
engineering shear 2 e_xy: 1.667e-03 (dimensionless)
product C e_xy: 0.4106 meV nm
spin splitting, strain term: 41.06 ueV
same splitting as frequency: 9.93 GHz
length for one spin turn: 17.40 um
electron density: 3.38e+16 cm^-3
Fermi energy: 5.69 meV
temperature of use: 10 K
thermal energy at that temperature: 0.86 meV
Dresselhaus coefficient: 0.020 eV nm^3
Dresselhaus splitting alone, [110]: 20.00 ueV
strain + Dresselhaus, [110]: 61.06 ueV
strain + Dresselhaus, [1-10]: 21.06 ueV
wavevector of cancellation, [1-10]: 0.1433 1/nm
normal strain difference e_xx - e_zz: 1.515e-03 (dimensionless)
illustrative ratio D/C: 0.10 (dimensionless)
both strain terms, [110]: 48.53 ueV
both strain terms, [1-10]: 33.60 ueV
valence potentials b, d: -2.0, -4.5 eV
eight-band splitting, [110]: 40.51 ueV
eight-band splitting, [1-10]: 40.85 ueV
mobility: 5000 cm2/Vs
scattering time: 0.190 ps
collision broadening: 3.46 meV
spin rotation per scattering time: 0.0119 rad
gap at 300 K: 1.40 eV
coefficient C with that gap: 0.5583 eV nm
thermal wavevector at 300 K: 0.213 1/nm
Dresselhaus/strain ratio there, [110]: 1.95 (dimensionless)
tests ok
```
